\section*{Powder-averaged perturbation factor for a spin-5/2 probe in an axial field gradient, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: coherences in the frame of the gradient}

\subsection{What is misread without the amplitudes}

A radioactive probe atom in a semiconductor can report whether a dopant sits next to it. The probe nucleus emits two gamma photons in succession. Between them its spin evolves in the electric field gradient of its surroundings, and the angular correlation of the photons oscillates. Suppose that every probe has a dopant neighbour, and that the oscillation is recorded on a powder. The signal then oscillates about one fifth of its initial value, not about zero. Someone who takes this constant for the share of undisturbed probes will report that 20\% of them have no partner, although none is without one.

The oscillating part invites a second error. It contains three frequencies. If their amplitudes are assumed equal, each receives $(1-1/5)/3=4/15$. The lowest frequency in fact carries $13/35$, so a paired fraction inferred from that line alone comes out too large by the factor $(13/35)/(4/15)=39/28\approx1.39$. To convert a spectrum into a fraction of pairs, one needs the amplitudes.

\subsection{The levels}

The intermediate nuclear level has spin $I=5/2$. It sees a static gradient $V_{zz}$ that is axially symmetric about an axis $z$, and no magnetic field. The part of the potential that orients the nucleus obeys Laplace's equation, so $V_{xx}=V_{yy}=-V_{zz}/2$. The energy of a proton at $(x,y,z)$ is therefore
\begin{equation}
\frac e2\left(V_{xx}x^2+V_{yy}y^2+V_{zz}z^2\right)
=\frac{eV_{zz}}4\left(2z^2-x^2-y^2\right)
=\frac{eV_{zz}}4\left(3z^2-r^2\right).
\end{equation}
Within a level of fixed spin, any rank-2 operator with this symmetry is proportional to $3I_z^2-\mathbf I^2$, by the Wigner--Eckart theorem. The quadrupole moment $Q$ is defined as the expectation value of $\sum(3z^2-r^2)$, summed over protons, in the state $m=I$. In that state
\begin{equation}
3I^2-I(I+1)=I(2I-1)=10 ,
\end{equation}
which fixes the constant of proportionality as $Q/10$. Hence
\begin{equation}
H=\hbar\omega_Q\left(3I_z^2-\tfrac{35}4\right),\qquad
\omega_Q=\frac{eQV_{zz}}{40\hbar}.
\end{equation}
For $|m|=5/2,\,3/2,\,1/2$ the energies are $10$, $-2$ and $-8$ in units of $\hbar\omega_Q$. States with $m$ and $-m$ are degenerate. The differences are
\begin{equation}
|E_{3/2}-E_{1/2}|=6\hbar|\omega_Q|,\quad
|E_{5/2}-E_{3/2}|=12\hbar|\omega_Q|,\quad
|E_{5/2}-E_{1/2}|=18\hbar|\omega_Q| .
\end{equation}
With $\nu_Q=|eQV_{zz}|/h$, we have $|\omega_Q|=2\pi\nu_Q/40$. The lowest angular frequency is
\begin{equation}
\omega_0=6|\omega_Q|=\frac{3\pi}{10}\,\nu_Q ,
\end{equation}
and the other two are $2\omega_0$ and $3\omega_0$.

\subsection{The correlation and its ranks}

Let the first photon leave along the unit vector $\mathbf n_1$ and the second along $\mathbf n_2$, at an angle $\theta$ to each other. The parent level is unpolarised and photon polarisations are not observed. Write $\rho(\mathbf n_1)$ for the density matrix of the intermediate level just after the first photon, with trace 1, and $D(\mathbf n_2)$ for the operator that gives the rate of the second photon, with trace 6. The coincidence rate relative to an isotropic one is
\begin{equation}
W(\theta,t)=\mathrm{Tr}\left[D(\mathbf n_2)\,U\rho(\mathbf n_1)U^\dagger\right],
\qquad U=e^{-iHt/\hbar}.
\end{equation}

The matrix $\rho(\mathbf n_1)$ is unchanged by rotations about $\mathbf n_1$, so it is diagonal in the projection of $\mathbf I$ on $\mathbf n_1$. Reflection in a plane containing $\mathbf n_1$ exchanges the two photon helicities and reverses that projection. Since both helicities are counted and the emission conserves parity, opposite projections are equally populated. The expansion of $\rho$ in spherical tensors then has even ranks. The same holds for $D$.

The rank-2 tensor belonging to a direction $\mathbf n$ is
\begin{equation}
T(\mathbf n)=\frac{3(\mathbf I\cdot\mathbf n)^2-\mathbf I^2}{\sqrt{336}},
\qquad 336=2\left(10^2+2^2+8^2\right),
\end{equation}
normalised so that $\mathrm{Tr}\,T(\mathbf n)^2=1$. The rank-2 parts are $\rho=\tfrac16+r\,T(\mathbf n_1)+\dots$ and $D=1+d\,T(\mathbf n_2)+\dots$, where $r$ and $d$ depend on the two transitions. The overlap $\mathrm{Tr}[T(\mathbf n_1)T(\mathbf n_2)]$ equals $P_2(\cos\theta)$, as equation \eqref{rotatedT} below shows. At $t=0$ the rank-2 part of $W$ is thus $A_{22}P_2(\cos\theta)$ with $A_{22}=rd$.

\subsection{The average over orientations}

In a powder the gradient axes point in all directions with equal weight. If $R$ is the spin operator of a rotation, a probe turned by that rotation evolves with $RUR^\dagger$. An operator $X$ becomes, on average,
\begin{equation}
\mathcal M(X)=\int dR\;RUR^\dagger\,X\,RU^\dagger R^\dagger ,\qquad \int dR=1 .
\label{map}
\end{equation}
Rotating $X$ first and averaging afterwards gives the same as averaging first, because the extra rotation can be absorbed into the integration variable. A map that commutes with all rotations cannot turn one rank into another if each rank occurs once. That is the case here: the $6\times6=36$ independent operators split into ranks $0$ to $5$, with $1+3+5+7+9+11=36$ components. All components of one rank are connected by rotations and so share one factor. Therefore
\begin{equation}
\mathcal M(T_N)=G_{22}(t)\,T_N,\qquad N=-2,\dots,2,
\end{equation}
where the $T_N$ are five orthonormal rank-2 operators, $\mathrm{Tr}\,T_N^\dagger T_{N'}=\delta_{NN'}$. The rank-2 part of the powder correlation is $A_{22}G_{22}(t)P_2(\cos\theta)$.

Multiply by $T_N^\dagger$, take the trace and sum over $N$. The left side becomes
\begin{equation}
\int dR\sum_N\mathrm{Tr}\left[(R^\dagger T_NR)^\dagger\,U\,(R^\dagger T_NR)\,U^\dagger\right].
\end{equation}
The operators $R^\dagger T_NR$ are a unitary mixture of the $T_N$, so the sum does not depend on $R$ and the integral is trivial. The right side is $5G_{22}$. Hence
\begin{equation}
G_{22}(t)=\frac15\sum_N\mathrm{Tr}\left[T_N^\dagger UT_NU^\dagger\right]
=\frac15\sum_N\sum_{m,m'}\left|\langle m|T_N|m'\rangle\right|^2
\cos\frac{(E_m-E_{m'})t}\hbar .
\label{trace}
\end{equation}
In the last step $UT_NU^\dagger$ supplies the phase factor $e^{-i(E_m-E_{m'})t/\hbar}$. The contributions of $N$ and $-N$ are complex conjugates, and together they leave the cosine. The sign of $V_{zz}$ has dropped out.

\subsection{Matrix elements}

Start from $3I_z^2-\mathbf I^2$ and use $[I_+,I_z]=-I_+$:
\begin{align}
[I_+,\,3I_z^2-\mathbf I^2]&=-3\,(I_zI_++I_+I_z),\\
[I_+,\,I_zI_++I_+I_z]&=-2\,I_+^2 .
\end{align}
The five rank-2 operators are thus proportional to $3I_z^2-\mathbf I^2$, to $I_zI_\pm+I_\pm I_z$ and to $I_\pm^2$. With $a(m)=\tfrac{35}4-m(m+1)$ the raising operator obeys $|\langle m+1|I_+|m\rangle|^2=a(m)$, and
\begin{equation}
a(\tfrac32)=5,\quad a(\tfrac12)=8,\quad a(-\tfrac12)=9,\quad a(-\tfrac32)=8,\quad a(-\tfrac52)=5 .
\end{equation}

For $N=0$ the operator is diagonal. No energy difference enters, and the normalised trace is 1. This term contributes the constant $1/5$.

For $N=1$ the squared elements between $m$ and $m+1$ are $(2m+1)^2a(m)$. For $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32,-\tfrac52$ they are
\begin{equation}
16\cdot5=80,\quad 4\cdot8=32,\quad 0,\quad 4\cdot8=32,\quad 16\cdot5=80,
\end{equation}
with sum 224. The zero belongs to the pair $\pm\tfrac12$. That pair is degenerate and would otherwise have added to the constant. The elements 80 connect $5/2$ with $3/2$ and oscillate at $2\omega_0$. The elements 32 connect $3/2$ with $1/2$ and oscillate at $\omega_0$. Normalised to 1 at $t=0$, the $N=\pm1$ part evolves as
\begin{equation}
g_1(t)=\frac{64}{224}\cos\omega_0t+\frac{160}{224}\cos2\omega_0t
=\frac27\cos\omega_0t+\frac57\cos2\omega_0t .
\end{equation}

For $N=2$ the squared elements between $m$ and $m+2$ are $a(m)\,a(m+1)$. For $m=\tfrac12,-\tfrac12,-\tfrac32,-\tfrac52$ they are
\begin{equation}
8\cdot5=40,\quad 9\cdot8=72,\quad 8\cdot9=72,\quad 5\cdot8=40,
\end{equation}
again with sum 224. The elements 40 connect $|m|=\tfrac12$ with $|m|=\tfrac52$, at $3\omega_0$. The elements 72 connect $|m|=\tfrac12$ with $|m|=\tfrac32$, at $\omega_0$. Hence
\begin{equation}
g_2(t)=\frac9{14}\cos\omega_0t+\frac5{14}\cos3\omega_0t .
\end{equation}

Equation \eqref{trace} gives each of the five components the weight $1/5$, so
\begin{align}
G_{22}(t)&=\frac15+\frac25\,g_1(t)+\frac25\,g_2(t)\nonumber\\
&=\frac15+\left(\frac4{35}+\frac9{35}\right)\cos\omega_0t+\frac27\cos2\omega_0t+\frac17\cos3\omega_0t\nonumber\\
&=\frac15+\frac{13}{35}\cos\omega_0t+\frac27\cos2\omega_0t+\frac17\cos3\omega_0t .
\label{result}
\end{align}
The amplitudes add to $(7+13+10+5)/35=1$, as $G_{22}(0)=1$ requires.

\subsection{Shape of the curve}

At short times $\cos n\omega_0t\approx1-n^2\omega_0^2t^2/2$. Since $(13+4\cdot10+9\cdot5)/35=98/35=14/5$, the curve starts as $G_{22}\approx1-\tfrac75\omega_0^2t^2$. If the gradients are static and axial but widely spread in strength, the cosines average out at late times and $1/5$ remains. For non-axial gradients the constant is larger, up to about 0.26 when $V_{xx}=0$. This remnant is the part of the alignment that commutes with $H$.

With $c=\cos\omega_0t$, $\cos2\omega_0t=2c^2-1$ and $\cos3\omega_0t=4c^3-3c$,
\begin{equation}
G_{22}=\frac{7+13c+10(2c^2-1)+5(4c^3-3c)}{35}=\frac{20c^3+20c^2-2c-3}{35}.
\end{equation}
The derivative with respect to $c$ vanishes when $30c^2+20c-1=0$. The root $c=(-10+\sqrt{130})/30=0.0467$ is a minimum, with $G_{22}=-0.087$. The other root is a maximum. At the end point $c=-1$, half a period after the start, $G_{22}=-1/35$, which is less deep.

\subsection{A single crystal}

The functions $g_1$ and $g_2$ also describe an oriented sample. Let both photons be detected along one line $\mathbf n$, at an angle $\beta$ to the gradient axis, so that $\mathbf I\cdot\mathbf n=I_z\cos\beta+\tfrac12(I_++I_-)\sin\beta$. Squaring this, and using $I_+I_-+I_-I_+=2(\mathbf I^2-I_z^2)$, gives
\begin{align}
3(\mathbf I\cdot\mathbf n)^2-\mathbf I^2={}&P_2(\cos\beta)\,(3I_z^2-\mathbf I^2)
+\tfrac32\sin\beta\cos\beta\sum_\pm(I_zI_\pm+I_\pm I_z)\nonumber\\
&+\tfrac34\sin^2\beta\,(I_+^2+I_-^2).
\label{rotatedT}
\end{align}
The squared norms of the operators on the right are 336, 224 and 224. The alignment is therefore shared out with weights $P_2^2(\cos\beta)$ for $N=0$, $\tfrac32\sin^2\beta\cos^2\beta$ for each of $N=\pm1$ and $\tfrac38\sin^4\beta$ for each of $N=\pm2$.

For gradients along $\langle111\rangle$ and detectors along $\langle100\rangle$, $\cos^2\beta=1/3$. The weights become $0$, $1/3$ and $1/6$, and a detector sensitive to rank 2 alone would see
\begin{equation}
\frac23g_1+\frac13g_2=\frac{17}{42}\cos\omega_0t+\frac{10}{21}\cos2\omega_0t+\frac5{42}\cos3\omega_0t .
\end{equation}
The constant has vanished. The value $1/5$ found for the powder therefore rests on the isotropic average. In an oriented sample the constant depends on the directions of the detectors relative to the gradient axes.

\section{Second derivation: averaging the propagator}

\subsection{Symbols and results taken over}

The probe has spin $I=5/2$ and Hamiltonian $H=\hbar\omega_Q(3I_z^2-35/4)$. Its three doublets $|m|=\tfrac52,\tfrac32,\tfrac12$ have energies $10,-2,-8$ in units of $\hbar\omega_Q$. The frequencies are $\omega_0$ between $\tfrac32$ and $\tfrac12$, $2\omega_0$ between $\tfrac52$ and $\tfrac32$, and $3\omega_0$ between $\tfrac52$ and $\tfrac12$, where $\omega_0=6|\omega_Q|=(3\pi/10)\nu_Q$. The isotropic average $\mathcal M$ of equation \eqref{map} multiplies every rank-2 operator by $G_{22}(t)$. The first derivation found $G_{22}$ to have amplitudes $1/5$, $13/35$, $2/7$ and $1/7$ at $0,\omega_0,2\omega_0,3\omega_0$. Of these results, the levels and the definition of $\mathcal M$ are used below. The matrix elements between different $m$ are not.

The first derivation has given the powder function $G_{22}(t)$, with amplitudes $1/5$, $13/35$, $2/7$ and $1/7$ at $0,\omega_0,2\omega_0,3\omega_0$, and has shown that the constant $1/5$ rests on the isotropic average. It remains to obtain the same amplitudes by averaging the propagator, to compare what the two derivations assume, and to apply the result to an example and to the departures expected in real samples.
